# Hopping rate of an atom over a 0.7 eV barrier: test program

```python
"""
Result under test: an atom in a well hops through ONE barrier at the rate
    rate = nu * exp(-E / (k T)),
which is about 1.3e7 per second for nu = 1e13 per second, E = 0.7 eV, T = 600 K.
nu: attempt frequency (ordinary, not angular); E: barrier from the well bottom;
k: Boltzmann constant; T: temperature.
The setting is a copper atom beside a vacancy; material inputs are rough values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit

EV = const.e
K_EV = const.k / const.e
nu = 1.0e13            # per second
barrier = 0.7          # eV
temp = 600.0           # K
temp_use = 378.0       # K
exits = 12             # nearest neighbours of a vacancy in copper
hop_nm = 0.256         # rough hop length
mass = 63.5 * const.atomic_mass
formation = 1.3        # eV, rough vacancy formation energy
rng = np.random.default_rng(7)


def arrhenius(energy, temperature):
    return nu * np.exp(-energy / (K_EV * temperature))


kT = K_EV * temp
rate = arrhenius(barrier, temp)
boltz = np.exp(-barrier / kT)
assert 1.25e7 < rate < 1.35e7


# Flux over population, by quadrature, in a cosine potential whose
# small-oscillation frequency is nu.
def flux_rate(temperature):
    x = barrier / (K_EV * temperature)
    width = np.sqrt(barrier * EV / (2 * mass)) / nu
    thermal_speed = np.sqrt(const.k * temperature / mass)
    up = quad(lambda u: u * np.exp(-u * u / 2), 0, 12)[0]
    norm = quad(lambda u: np.exp(-u * u / 2), -12, 12, points=[0])[0]
    population = width * quad(
        lambda s: np.exp(-0.5 * x * (1 - np.cos(2 * np.pi * s))),
        -0.5, 0.5, points=[0])[0]
    return thermal_speed * up / norm * np.exp(-x) / population


shape_hot = flux_rate(temp) / rate
shape_cold = flux_rate(100.0) / arrhenius(barrier, 100.0)
assert abs(shape_hot - 1) < 0.025     # leading anharmonic term is kT/(4E)
assert abs(shape_cold - 1) < 0.004    # it must shrink on cooling

# Frequency of a copper atom in a cosine with the real hop length,
# from the curvature by finite differences.
hop_m = hop_nm * 1e-9


def cosine_energy(x):
    return 0.5 * barrier * EV * (1 - np.cos(2 * np.pi * x / hop_m))


step = 1e-3 * hop_m
curvature = (cosine_energy(step) - 2 * cosine_energy(0.0)
             + cosine_energy(-step)) / step**2
nu_cosine = np.sqrt(curvature / mass) / (2 * np.pi)
assert abs(nu_cosine * hop_m / np.sqrt(barrier * EV / (2 * mass)) - 1) < 1e-4

# Several equal exits: the first of the random waiting times decides.
waits = rng.exponential(1 / rate, size=(200000, exits)).min(axis=1)
assert abs(waits.mean() * exits * rate - 1) < 0.01   # sampling error 0.2 %

# Equilibrium vacancy fraction from the minimum of the mixing free energy.
xf = formation / kT
fraction = np.exp(-xf)


def free_energy(log_c):
    c = np.exp(log_c)
    return 1e11 * (c * (xf + log_c) + (1 - c) * np.log1p(-c))


best = minimize_scalar(free_energy, bounds=(-xf - 3, -xf + 3),
                       method="bounded", options={"xatol": 1e-9})
assert abs(best.x + xf) < 1e-4
atom_rate = exits * rate * fraction

# Quantum vibration in the well, and tunnelling through a parabolic top.
u = const.h * nu / (const.k * temp)
levels = np.arange(400)
well_factor = (1 / u) / np.exp(-(levels + 0.5) * u).sum()
assert abs(well_factor - np.sinh(u / 2) / (u / 2)) < 1e-10
tunnel_factor = quad(lambda y: np.exp(-y) * expit(2 * np.pi * y / u),
                     -barrier / kT, 40, points=[0], limit=200)[0]
assert abs(tunnel_factor - (u / 2) / np.sin(u / 2)) < 1e-6

# Recrossing: trajectories leave the barrier top with flux-weighted speed;
# units in which mass, kT and the barrier's angular frequency are one.
friction = 0.2
dt = 0.01
number = 40000
pos = np.zeros(number)
vel = rng.rayleigh(1.0, number)
for _ in range(800):
    noise = rng.standard_normal(number)
    vel += dt * (pos - friction * vel) + np.sqrt(2 * friction * dt) * noise
    pos += dt * vel
recross = 2 * np.mean(pos > 0) - 1
kramers = np.sqrt(1 + friction**2 / 4) - friction / 2
assert abs(recross - kramers) < 0.01  # sampling error 0.002 plus time step

# A force lowers the forward barrier by its work over half a hop.
test_work = 1e-3
s = np.linspace(-0.25, 0.75, 200001)
tilted = 0.5 * barrier * (1 - np.cos(2 * np.pi * s)) - 2 * test_work * s
top = tilted[s > 0.25].max()
bottom = tilted[s < 0.25].min()
assert abs((barrier - (top - bottom)) - test_work) < 1e-6

current = 1.0          # MA/cm2
resistivity = 4.0      # microohm cm, rough
charge_number = 5.0    # size of effective charge, rough
field = (resistivity * 1e-8) * (current * 1e10)       # V/m
wind_work = charge_number * field * hop_m / 2         # eV
bias = 2 * np.sinh(wind_work / kT)                    # (forward-back)/rate
stress = 100.0         # MPa, tension
volume = 0.002         # nm3, rough migration volume
stress_work = stress * 1e6 * volume * 1e-27 / EV      # eV
stress_change = np.expm1(stress_work / kT)

print(f"attempt frequency: {nu:.1e} per s")
print(f"barrier: {barrier:.2f} eV")
print(f"temperature: {temp:.0f} K")
print(f"Boltzmann constant: {K_EV:.6e} eV/K")
print(f"kT: {kT:.5f} eV")
print(f"E/kT: {barrier / kT:.3f}")
print(f"exp(-E/kT): {boltz:.3e}")
print(f"HOPPING RATE, one exit: {rate:.3e} per s")
print(f"mean vibrations per hop: {1 / boltz:.3e}")
print(f"mean wait, one exit: {1e9 / rate:.1f} ns")
print(f"rate factor for 10 K more: {arrhenius(barrier, temp + 10) / rate:.3f}")
print(f"rate factor for 0.05 eV more: "
      f"{arrhenius(barrier + 0.05, temp) / rate:.3f}")
print(f"temperature of use: {temp_use:.0f} K")
print(f"rate at temperature of use: {arrhenius(barrier, temp_use):.2e} per s")
print(f"neighbours of the vacancy: {exits}")
print(f"total vacancy hopping rate: {exits * rate:.2e} per s")
print(f"mean stay of vacancy: {1e9 / (exits * rate):.2f} ns")
print(f"vacancy formation energy (rough): {formation:.1f} eV")
print(f"vacancy fraction at 600 K: {fraction:.1e}")
print(f"hopping rate of average atom: {atom_rate:.1e} per s")
print(f"quadrature/Arrhenius, cosine, 600 K: {shape_hot:.4f}")
print(f"quadrature/Arrhenius, cosine, 100 K: {shape_cold:.4f}")
print(f"hop length (rough): {hop_nm:.3f} nm")
print(f"copper mass used: {mass / const.atomic_mass:.1f} u")
print(f"cosine frequency, real hop length: {nu_cosine:.2e} per s")
print(f"given nu / cosine frequency: {nu / nu_cosine:.2f}")
print(f"h nu / kT: {u:.3f}")
print(f"quantum well factor: {well_factor:.4f}")
print(f"tunnelling factor: {tunnel_factor:.4f}")
print(f"both quantum factors: {well_factor * tunnel_factor:.4f}")
print(f"assumed friction / barrier angular frequency: {friction:.1f}")
print(f"recrossing factor, trajectories: {recross:.3f}")
print(f"recrossing factor, Kramers: {kramers:.3f}")
print(f"current density: {current:.1f} MA/cm2")
print(f"resistivity (rough): {resistivity:.1f} microohm cm")
print(f"effective charge number, size (rough): {charge_number:.0f}")
print(f"electric field: {field:.0f} V/m")
print(f"electromigration work, half hop: {wind_work:.2e} eV")
print(f"(forward - backward)/rate: {bias:.1e}")
print(f"tensile stress: {stress:.0f} MPa")
print(f"migration volume (rough): {volume:.3f} nm3")
print(f"barrier lowering by stress: {stress_work:.2e} eV")
print(f"rate increase by stress: {100 * stress_change:.1f} percent")
print("success")
```

Printed output:

```
attempt frequency: 1.0e+13 per s
barrier: 0.70 eV
temperature: 600 K
Boltzmann constant: 8.617333e-05 eV/K
kT: 0.05170 eV
E/kT: 13.539
exp(-E/kT): 1.319e-06
HOPPING RATE, one exit: 1.319e+07 per s
mean vibrations per hop: 7.581e+05
mean wait, one exit: 75.8 ns
rate factor for 10 K more: 1.249
rate factor for 0.05 eV more: 0.380
temperature of use: 378 K
rate at temperature of use: 4.65e+03 per s
neighbours of the vacancy: 12
total vacancy hopping rate: 1.58e+08 per s
mean stay of vacancy: 6.32 ns
vacancy formation energy (rough): 1.3 eV
vacancy fraction at 600 K: 1.2e-11
hopping rate of average atom: 1.9e-03 per s
quadrature/Arrhenius, cosine, 600 K: 0.9801
quadrature/Arrhenius, cosine, 100 K: 0.9969
hop length (rough): 0.256 nm
copper mass used: 63.5 u
cosine frequency, real hop length: 2.85e+12 per s
given nu / cosine frequency: 3.51
h nu / kT: 0.800
quantum well factor: 1.0269
tunnelling factor: 1.0272
both quantum factors: 1.0548
assumed friction / barrier angular frequency: 0.2
recrossing factor, trajectories: 0.903
recrossing factor, Kramers: 0.905
current density: 1.0 MA/cm2
resistivity (rough): 4.0 microohm cm
effective charge number, size (rough): 5
electric field: 400 V/m
electromigration work, half hop: 2.56e-07 eV
(forward - backward)/rate: 9.9e-06
tensile stress: 100 MPa
migration volume (rough): 0.002 nm3
barrier lowering by stress: 1.25e-03 eV
rate increase by stress: 2.4 percent
success
```
